# Reparametrization invariance and the coefficients of the heavy-particle Lagrangian

A heavy spin-1/2 particle of charge $q$ and pole mass $m$ moves in external fields that transfer momenta small compared with $mc$. Its momentum is split into a large fixed part $mv$, the label, and a small residual part. The split is arbitrary: $v\to v+k/m$, with the residual momentum lowered by $k$, describes the same particle. This problem asks what that freedom says about the effective Lagrangian.

**Conventions.** Atomic units are used with $\hbar=1$, while $m$, $q$ and $c$ stay visible. The force law is $q(\mathbf E+\mathbf u\times\mathbf B)$. Define

$$\Pi_0=i\partial_t-q\phi,\qquad \boldsymbol\pi=-i\nabla-q\mathbf A .$$

For the label at rest, with the phase $e^{-imc^2t}$ removed from the two-component field $\psi$, the Lagrangian density is $\psi^\dagger K\psi$ with

$$K=\Pi_0-\frac{c_2\pi^2}{2m}+\frac{c_Fq\,\boldsymbol\sigma\cdot\mathbf B}{2m}+\frac{c_Dq\nabla\cdot\mathbf E+c_Sq\,\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E)}{8m^2c^2}+\frac{c_4\pi^4}{8m^3c^2}+\dots$$

The dots are further terms of order $1/m^3$ and beyond. Rotations, parity and time reversal are symmetries, and operators with extra time derivatives have been removed by redefining $\psi$. The coefficients are arbitrary real numbers. They contain all short-distance effects of the interaction, at every order in the coupling, provided the regulator respects these symmetries and Lorentz invariance.

## (a) How do the operators change with the label?

*Take $\mathbf u=\mathbf k/m$ infinitesimal and spatial. Express $K$ for the new label through the old operators, and state the condition of invariance.*

**Solution.** The label four-velocity changes from $(c,\mathbf 0)$ to $(c,\mathbf u)$, to first order in $\mathbf u$. The removed phase changes from $e^{-imc^2t}$ to $e^{-im(c^2t-\mathbf u\cdot\mathbf x)}$. Since the full field is the same, the new residual field is

$$\psi'=e^{-im\mathbf u\cdot\mathbf x}(1+w)\psi .$$

Here $w$, linear in $\mathbf u$, allows for a change of normalization and of spin axes.

Lorentz invariance says that the Lagrangian for the new label has the same form and the same coefficients, once every vector is referred to axes moving with velocity $\mathbf u$. Energy and momentum along these axes are

$$\Pi_0'=\Pi_0-\mathbf u\cdot\boldsymbol\pi,\qquad \boldsymbol\pi'=\boldsymbol\pi-\frac{\mathbf u\,\Pi_0}{c^2}.$$

The fields follow from the commutators

$$[\Pi_0,\pi_i]=-iq\,\partial_tA_i-iq\,\partial_i\phi=iqE_i,\qquad [\pi_i,\pi_j]=iq\,\epsilon_{ijk}B_k .$$

With primed operators, to first order in $\mathbf u$,

$$[\Pi_0',\pi_i']=iqE_i-u_j[\pi_j,\pi_i]=iq(\mathbf E+\mathbf u\times\mathbf B)_i ,$$

$$[\pi_i',\pi_j']=iq\,\epsilon_{ijk}B_k+\frac{iq}{c^2}(u_jE_i-u_iE_j)=iq\,\epsilon_{ijk}\Big(\mathbf B-\frac{\mathbf u\times\mathbf E}{c^2}\Big)_k .$$

Thus $\mathbf E'=\mathbf E+\mathbf u\times\mathbf B$ and $\mathbf B'=\mathbf B-\mathbf u\times\mathbf E/c^2$.

Moving the phase through the operators replaces $\boldsymbol\pi$ by $\boldsymbol\pi-m\mathbf u$. In $\Pi_0'$ this adds a term of order $u^2$, which is dropped. The total replacement is therefore

$$\Pi_0\to\Pi_0-\mathbf u\cdot\boldsymbol\pi,\qquad \boldsymbol\pi\to\boldsymbol\pi-m\mathbf u-\frac{\mathbf u\,\Pi_0}{c^2},$$

together with $\mathbf E\to\mathbf E'$ and $\mathbf B\to\mathbf B'$. If $\delta K$ is the resulting first-order change of $K$, equality of the two actions requires

$$\delta K+w^\dagger K+Kw=0. \tag{1}$$

The shift $-m\mathbf u$ carries a factor $m$, so it links each order in $1/m$ to the next.

## (b) What does the leading order require?

*Solve condition (1) at order $m^0$.*

**Solution.** At this order $w$ does not contribute. It would have to be built from $\mathbf u$ and $\boldsymbol\sigma$ alone, and the one scalar available, $\boldsymbol\sigma\cdot\mathbf u$, is odd under parity. Two terms remain. The first is $-\mathbf u\cdot\boldsymbol\pi$ from $\Pi_0$. The second comes from the kinetic term:

$$-\frac{c_2}{2m}\,\delta(\pi^2)=-\frac{c_2}{2m}(-2m\,\mathbf u\cdot\boldsymbol\pi)=c_2\,\mathbf u\cdot\boldsymbol\pi .$$

Their sum is $(c_2-1)\,\mathbf u\cdot\boldsymbol\pi$, so

$$\boxed{c_2=1}$$

The mass that resists acceleration is the rest energy divided by $c^2$, however strong the interaction that produces it.

The use of the pole mass matters. Suppose that $m$ is another mass parameter and $K$ contains a leftover rest energy, $K=\Pi_0-\delta m\,c^2-c_2\pi^2/2m+\dots$. Write $\Pi_0=\delta m\,c^2+\varepsilon$. The piece $-\mathbf u\Pi_0/c^2$ of the momentum shift now contains $-\delta m\,\mathbf u$, and the condition becomes

$$-\mathbf u\cdot\boldsymbol\pi+c_2\,\frac{m+\delta m}{m}\,\mathbf u\cdot\boldsymbol\pi=0,\qquad \frac{c_2}{m}=\frac1{m+\delta m}.$$

The kinetic energy is again $\pi^2$ over twice the pole mass, but $c_2$ is no longer one. The result also fails if Lorentz invariance is broken, as by a lattice regulator or a material medium. The rest energy and the inertia are then separate parameters.

## (c) What does the next order require?

*Find the general $w$ at order $1/m$ and solve condition (1) at that order.*

**Solution.** At order $1/m$, $w$ is linear in $\mathbf u$ and contains one power of $\boldsymbol\pi$ or $\Pi_0$. A field counts as two powers, being a commutator of two such operators. Parity excludes $\boldsymbol\sigma\cdot\mathbf u\,\Pi_0$. This leaves $\mathbf u\cdot\boldsymbol\pi$ and $\boldsymbol\sigma\cdot(\mathbf u\times\boldsymbol\pi)$, each with a complex coefficient.

Two of the four real parameters vanish at once:

- A term $ib\,\mathbf u\cdot\boldsymbol\pi$ in $w$ contributes $ib[\Pi_0,\mathbf u\cdot\boldsymbol\pi]=-bq\,\mathbf u\cdot\mathbf E$.
- A term $b\,\boldsymbol\sigma\cdot(\mathbf u\times\boldsymbol\pi)$ contributes $b\{\Pi_0,\boldsymbol\sigma\cdot(\mathbf u\times\boldsymbol\pi)\}$.

The list of contributions below has nothing to cancel either, so $b=0$ in both cases. Hence

$$w=\frac{\alpha\,\mathbf u\cdot\boldsymbol\pi+ia\,\boldsymbol\sigma\cdot(\mathbf u\times\boldsymbol\pi)}{mc^2},\qquad \alpha,a\ \text{real}.$$

The contributions to (1) at order $1/m$ are the following.

**Kinetic term**, with $c_2=1$ and the shift $-\mathbf u\Pi_0/c^2$:

$$-\frac1{2m}\Big(-\frac{\{\mathbf u\cdot\boldsymbol\pi,\Pi_0\}}{c^2}\Big)=\frac{\{\mathbf u\cdot\boldsymbol\pi,\Pi_0\}}{2mc^2}.$$

**Magnetic term**, through $\mathbf B'$:

$$-\frac{c_Fq\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf E)}{2mc^2}.$$

**Spin-orbit term**, with the shift $-m\mathbf u$. Because $\mathbf E\times\mathbf u=-\mathbf u\times\mathbf E$, the bracket changes by $-m(\mathbf E\times\mathbf u-\mathbf u\times\mathbf E)=2m\,\mathbf u\times\mathbf E$. This gives

$$\frac{c_Sq}{8m^2c^2}\,2m\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf E)=\frac{c_Sq\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf E)}{4mc^2}.$$

**Field map**, with $K\simeq\Pi_0$. The $\alpha$ part of $w$ is Hermitian and gives an anticommutator. The $a$ part is anti-Hermitian and gives a commutator:

$$\frac{\alpha\{\mathbf u\cdot\boldsymbol\pi,\Pi_0\}}{mc^2}+\frac{ia\,\boldsymbol\sigma\cdot(\mathbf u\times[\Pi_0,\boldsymbol\pi])}{mc^2}
=\frac{\alpha\{\mathbf u\cdot\boldsymbol\pi,\Pi_0\}}{mc^2}-\frac{aq\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf E)}{mc^2}.$$

The Darwin term is absent. The number $m\mathbf u$ drops out of the commutators that define $\mathbf E$ and its divergence, so the term changes at order $1/m^2$ only. The $1/m^3$ operators, after one shift by $m\mathbf u$, also enter at order $1/m^2$.

The two operator structures are independent, so each coefficient must vanish:

$$\tfrac12+\alpha=0,\qquad -\frac{c_F}2+\frac{c_S}4-a=0.$$

Therefore

$$\alpha=-\tfrac12,\qquad c_S=2c_F+4a. \tag{2}$$

The value of $\alpha$ has a direct meaning. It gives $\psi'^\dagger\psi'=\psi^\dagger(1-\mathbf u\cdot\boldsymbol\pi/mc^2)\psi$ for a particle of definite momentum. This is the Lorentz change $\rho'=\rho-\mathbf u\cdot\mathbf j/c^2$ of a density with current $\mathbf j=\rho\,\boldsymbol\pi/m$.

Condition (1) at this order has not fixed $a$. This coefficient describes how the spin axes turn when the label changes, and it has to be found separately.

## (d) How does the spin turn when the label changes?

*Determine $a$ from the states of one free particle.*

**Solution.** The field-dependent corrections to $w$ begin at order $1/m^2$, so $a$ can be read off with the fields switched off. The spin of a moving particle is defined by carrying a rest-frame spinor $\chi$ to momentum $\mathbf p$ with a rotation-free boost. On two-component spinors this boost is

$$B(\mathbf p)=\exp\Big(\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}+O(p^3)\Big).$$

This is also the spin used by $\psi$. Another choice would differ by a momentum-dependent rotation. Rotational symmetry allows that rotation to be about $\mathbf p$ alone, with generator $\boldsymbol\sigma\cdot\mathbf p$, and parity forbids it.

With the old label, the spinor of the moving particle is $B(\mathbf p)\chi$. With the new label, the particle is first boosted with the label, by $L(\mathbf u)=1+\boldsymbol\sigma\cdot\mathbf u/2c$, and the remaining boost is $B(\mathbf p')$ in the new axes. Both describe the same state, $L(\mathbf u)B(\mathbf p')\chi'=B(\mathbf p)\chi$, so

$$\chi'=B(\mathbf p')^{-1}L(\mathbf u)^{-1}B(\mathbf p)\,\chi .$$

To the order needed, $\mathbf p'=\mathbf p-m\mathbf u$. Put $P=\boldsymbol\sigma\cdot\mathbf p/2mc$ and $U=\boldsymbol\sigma\cdot\mathbf u/2c$. Then

$$\chi'=e^{-P+U}(1-U)\,e^{P}\chi .$$

The first-order terms cancel: $-P+U-U+P=0$. The terms in $P^2$ cancel as well: $\tfrac12P^2-P^2+\tfrac12P^2=0$. The terms with one $P$ and one $U$ are

- $-\tfrac12(PU+UP)$ from the second-order part of the first exponential,
- $(-P)(-U)=PU$ from the first and second factors,
- $UP$ from the first and third factors,
- $-UP$ from the second and third factors.

Their sum is $\tfrac12(PU-UP)$. With $[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf u]=2i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf u)$,

$$\chi'=\Big[1+\frac{i\,\boldsymbol\sigma\cdot(\mathbf p\times\mathbf u)}{4mc^2}\Big]\chi=\Big[1-\frac{i\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf p)}{4mc^2}\Big]\chi .$$

Comparison with $w$ gives

$$a=-\tfrac14 .$$

This is the Wigner rotation: two boosts in different directions combine into a boost and a rotation. Multiplying the full boost matrices numerically for $u/c=10^{-4}$ and $p/mc=10^{-3}$ gives $a=-0.2499999$.

The derivation used the spin and the pole mass of the particle and nothing about its interactions. A loop correction can change the magnetic moment, but it has no means of changing $a$.

## (e) What relation follows, and what does it mean?

*Combine the results and examine special values.*

**Solution.** Inserting $a=-1/4$ in (2) gives

$$\boxed{c_S=2c_F-1}$$

The relation holds to all orders in the coupling, because the coefficients were never expanded in it. It concerns operators through order $1/m^2$ in the basis stated at the start. A different basis, for example one that keeps extra time derivatives, can redistribute the coefficients. The value of $c_F$ remains free and must come from the underlying theory or from measurement.

The two parts have separate origins. A particle moving through an electric field sees the magnetic field $-\mathbf u\times\mathbf E/c^2$ in its rest frame, and its moment, proportional to $c_F$, couples to it. This alone would give $c_S=2c_F$. The acceleration also makes the successive rest frames rotate. This Thomas precession contributes $-1$, whatever the moment.

In terms of the $g$ factor, $c_F=g/2$ and $c_S=g-1$. This holds for a charged particle in vacuum. It does not carry over to the effective $g$ factor of a carrier in a crystal, where the lattice fixes a rest frame and the derivation does not apply. Three values show the content:

- For $g=2$, $c_S=1$, the Dirac value.
- For $g=1$, $c_S=0$: the motional field and the precession cancel.
- For $g=0$, $c_S=-1$: a particle without magnetic moment still has a spin-orbit energy.

For the free electron, the tabulated $|g|=2.0023193$ gives $c_F=1.0011597$ and $c_S=1.0023193$. The departure from one is twice as large in $c_S$ as in $c_F$.

## (f) Does the pattern continue?

*For a free particle, use order $1/m^2$ to find $c_4$.*

**Solution.** Without fields, all operators commute. In the quartic term $\delta(\pi^4)=2\pi^2(-2m\,\mathbf u\cdot\boldsymbol\pi)$ at leading order, which contributes

$$\frac{c_4}{8m^3c^2}(-4m\,\pi^2\,\mathbf u\cdot\boldsymbol\pi)=-\frac{c_4\,\pi^2\,\mathbf u\cdot\boldsymbol\pi}{2m^2c^2}.$$

The field map acts on the kinetic part of $K$ and contributes

$$2\alpha\,\frac{\mathbf u\cdot\boldsymbol\pi}{mc^2}\Big(-\frac{\pi^2}{2m}\Big)=+\frac{\pi^2\,\mathbf u\cdot\boldsymbol\pi}{2m^2c^2}.$$

A new term $\mathbf u\cdot\boldsymbol\pi\,\Pi_0/m^2$ in $w$ would produce $\Pi_0^2\,\mathbf u\cdot\boldsymbol\pi$, which nothing cancels, so it is absent. Hence $c_4=1$. This agrees with the expansion

$$\sqrt{m^2c^4+p^2c^2}-mc^2=\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}+\dots$$

## (g) Does an explicit model obey the relation?

*Take an electron with an added Pauli moment of strength $\kappa$ in a static potential energy $V$. Find $c_F$ and $c_S$, and compare with the splitting of a $p$ level.*

**Solution.** The Dirac–Pauli Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2+V+\frac{\kappa q}{2m}\Big(\frac{i\boldsymbol\gamma\cdot\mathbf E}{c}-\beta\boldsymbol\Sigma\cdot\mathbf B\Big),\qquad q\mathbf E=-\nabla V .$$

*Magnetic coefficient.* Eliminating the lower component at leading order gives $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2m=\pi^2/2m-q\boldsymbol\sigma\cdot\mathbf B/2m$. The Pauli term adds $-\kappa q\boldsymbol\sigma\cdot\mathbf B/2m$. Hence $c_F=1+\kappa$.

*Spin-orbit coefficient.* Set $\mathbf B=0$ and $b=\kappa/2mc$. With energy $\varepsilon$ measured from $mc^2$, the upper and lower components $f$ and $h$ obey

$$(\varepsilon-V)f=\boldsymbol\sigma\cdot(c\mathbf p-ib\nabla V)\,h,\qquad (2mc^2+\varepsilon-V)h=\boldsymbol\sigma\cdot(c\mathbf p+ib\nabla V)f .$$

Two spin-dependent terms arise when $h$ is eliminated. The first comes from expanding $1/(2mc^2+\varepsilon-V)$ to first order in $V$:

$$\frac{(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)}{4m^2c^2}\ \to\ \frac{i\boldsymbol\sigma\cdot(-i\nabla V\times\mathbf p)}{4m^2c^2}=\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2}.$$

The second is linear in $b$. Its spin part uses $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$, valid because $\nabla V$ has no curl:

$$\frac{icb}{2mc^2}\,i\boldsymbol\sigma\cdot(\mathbf p\times\nabla V-\nabla V\times\mathbf p)=\frac{cb}{mc^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=\frac{2\kappa\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2}.$$

The renormalization of $f$ is spin-independent at this order. In the effective theory, the spin-orbit energy is $c_S\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/4m^2c^2$, so $c_S=1+2\kappa=2c_F-1$.

*The level splitting.* For a central potential, $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=2(V'/r)\,\mathbf L\cdot\mathbf S$. In a $p$ level $\mathbf L\cdot\mathbf S$ is $1/2$ for $p_{3/2}$ and $-1$ for $p_{1/2}$, a difference of $3/2$. With $\hbar$ restored,

$$\Delta E=\frac34\,c_S\Big\langle\frac{V'}r\Big\rangle\Big(\frac{\hbar}{mc}\Big)^2 .$$

Take the model well $V=-V_0e^{-r^2/R^2}$ with $V_0=200$ eV and $R=1$ angstrom. Diagonalization in 30 radial oscillator functions puts the lowest nonrelativistic $p$ level at $-79.7$ eV, with $\langle V'/r\rangle=260.63$ eV/angstrom². The splitting for $c_S=1$ is then $2.9149\times10^{-3}$ eV.

The full radial Dirac–Pauli equation was solved in the same functions, with the lower component eliminated at the self-consistent energy. Dividing its splitting by the value for $c_S=1$ gives an effective $c_S$. Separately, $c_F$ was taken from the spin splitting of the lowest Landau orbital of the same particle in a uniform magnetic field of $0.01$ atomic units (about 2350 T). This field is weak on the scale that matters here, being $5\times10^{-7}$ of the critical field $m^2c^2/|q|\hbar$.

| $\kappa$ | $c_F$ | Splitting ($10^{-3}$ eV) | Effective $c_S$ |
|---|---|---|---|
| 0 | 1.0000 | 2.9145 | 0.9999 |
| 0.25 | 1.2500 | 4.3718 | 1.4998 |
| 0.50 | 1.5000 | 5.8291 | 1.9998 |

For $\kappa=0.25$ the relation predicts $c_S=2(1.25)-1=1.5$ and a splitting of $1.5\times2.9149\times10^{-3}=4.3724\times10^{-3}$ eV. Without the Thomas term, $c_S=2.5$ would give $7.287\times10^{-3}$ eV, far from the computed value.

The Dirac–Pauli splitting lies below the prediction by $1.22\times10^{-4}$ of the predicted value. Terms beyond order $1/m^2$ are expected at the relative scale $V_0/mc^2=3.9\times10^{-4}$, and they should fall as $1/c^2$. Doubling $c$ in the calculation reduces the deviation to $3.06\times10^{-5}$, a factor of $4.00$. The remainder is thus a higher-order relativistic correction and not a violation of the relation.
